# Coulomb matrix elements between Dirac orbitals in jj coupling: a program that tests the result

```python
"""Factorization of the Coulomb element between Dirac orbitals (Hartree atomic units).
Tests: spinor identities, Wigner-Eckart and reduced C^k by sphere quadrature; multipole
expansion; full g_abcd from Cartesian 4-component Gaussians (no multipoles) against the
3j x reduced x R^k formula; jj coupling (CG sums vs 6j); R^k quadrature vs closed form;
worked example with point-nucleus Dirac orbitals, Z = 60. All j, m are passed doubled."""
import itertools
from functools import lru_cache
from math import factorial as F, sqrt, pi, comb, gamma
import numpy as np
import mpmath as mp
from scipy.constants import alpha, physical_constants
from scipy.signal import convolve
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

EV = physical_constants["Hartree energy in eV"][0]
sgn = lambda n: 1 - 2 * (n % 2)
lof = lambda kap: kap if kap > 0 else -kap - 1
tjof = lambda kap: 2 * abs(kap) - 1
mlist = lambda kap: list(range(-tjof(kap), tjof(kap) + 1, 2))

@lru_cache(None)
def w3j(a, b, c, d, e, f):
    """Racah formula, doubled arguments."""
    if d + e + f or c < abs(a - b) or c > a + b or (a + b + c) % 2:
        return 0.0
    if abs(d) > a or abs(e) > b or abs(f) > c or (a + d) % 2 or (b + e) % 2:
        return 0.0
    pre = F((a+b-c)//2) * F((a-b+c)//2) * F((b+c-a)//2) / F((a+b+c)//2 + 1)
    for j, m in ((a, d), (b, e), (c, f)):
        pre *= F((j+m)//2) * F((j-m)//2)
    s = 0.0
    for t in range((a+b-c)//2 + 1):
        n = [t, (c-b+d)//2 + t, (c-a-e)//2 + t, (a+b-c)//2 - t, (a-d)//2 - t, (b+e)//2 - t]
        if min(n) >= 0:
            den = 1
            for i in n:
                den *= F(i)
            s += sgn(t) / den
    return sgn((a-b-f)//2) * sqrt(pre) * s

def cg(a, d, b, e, c, f):
    return sgn((a-b+f)//2) * sqrt(c + 1) * w3j(a, b, c, d, e, -f)

for arg in [(1,2,3,1,0,-1), (5,8,7,1,2,-3), (3,4,3,-3,2,1), (7,12,5,-1,-4,5), (4,4,4,0,0,0)]:
    assert abs(w3j(*arg) - float(wigner_3j(*[Rational(i, 2) for i in arg]))) < 1e-13

def spin_cg(kap, tm):
    l, m = lof(kap), tm / 2
    p, n = sqrt((l + m + .5) / (2*l + 1)), sqrt((l - m + .5) / (2*l + 1))
    return (p, n) if kap < 0 else (-n, p)

def reduced(ka, k, kc):
    if (lof(ka) + k + lof(kc)) % 2:
        return 0.0
    a, c = tjof(ka), tjof(kc)
    return sgn((a + 1)//2) * sqrt((a + 1)*(c + 1)) * w3j(a, 2*k, c, 1, 0, -1)

def one_body(ka, ma, k, q, kc, mc):
    return sgn((tjof(ka) - ma)//2) * w3j(tjof(ka), 2*k, tjof(kc), -ma, 2*q, mc) * reduced(ka, k, kc)

def ang(k, kap, tm):
    q = (tm[0] - tm[2]) // 2
    return sgn(q) * one_body(kap[0], tm[0], k, q, kap[2], tm[2]) * one_body(kap[1], tm[1], k, -q, kap[3], tm[3])

def Y(l, m, ct, ph):
    if abs(m) > l:
        return 0j * ct
    if m < 0:
        return sgn(m) * np.conj(Y(l, -m, ct, ph))
    return sqrt((2*l + 1) / (4*pi) * (F(l - m) / F(l + m))) * lpmv(m, l, ct) * np.exp(1j*m*ph)

# ---- sphere quadrature: steps 1, 2, 4, 5 ----
xg, wg = np.polynomial.legendre.leggauss(16)
CT = np.repeat(xg, 24); PH = np.tile(2*pi*np.arange(24)/24, 16); W = np.repeat(wg, 24)*2*pi/24
ST = np.sqrt(1 - CT**2)
Om = {}
for kap in (-1, 1, -2, 2, -3, 3, -4, 4):
    rows = []
    for tm in mlist(kap):
        u, d = spin_cg(kap, tm); l = lof(kap)
        assert abs(u - cg(2*l, tm-1, 1, 1, tjof(kap), tm)) + abs(d - cg(2*l, tm+1, 1, -1, tjof(kap), tm)) < 1e-13
        rows.append([u * Y(l, (tm-1)//2, CT, PH), d * Y(l, (tm+1)//2, CT, PH)])
    Om[kap] = np.array(rows)
sig_r = np.array([[CT, ST*np.exp(-1j*PH)], [ST*np.exp(1j*PH), -CT]])
err_sr = max(abs(np.einsum('stn,atn->asn', sig_r, Om[k]) + Om[-k]).max() for k in Om)
assert err_sr < 1e-12
Ck = {k: np.array([sqrt(4*pi/(2*k+1)) * Y(k, q, CT, PH) for q in range(-k, k+1)]) for k in range(9)}
err_we = err_s = 0.0
for ka, kc in itertools.product(Om, Om):
    dens = np.einsum('asn,csn->acn', Om[ka].conj(), Om[kc])
    for k in range(9):
        num = dens @ (Ck[k] * W).T
        t3 = np.zeros(num.shape)
        for (i, ma), (j, mc) in itertools.product(enumerate(mlist(ka)), enumerate(mlist(kc))):
            q = (ma - mc) // 2
            if abs(q) <= k:
                t3[i, j, q+k] = sgn((tjof(ka)-ma)//2) * w3j(tjof(ka), 2*k, tjof(kc), -ma, 2*q, mc)
        red = reduced(ka, k, kc)
        err_we = max(err_we, abs(num - t3*red).max())
        S = (dens * (t3 @ Ck[k])).sum(axis=(0, 1))      # must be constant = red / 4 pi
        err_s = max(err_s, abs(4*pi*S - red).max())
        ok = abs(tjof(ka)-tjof(kc)) <= 2*k <= tjof(ka)+tjof(kc) and (lof(ka)+k+lof(kc)) % 2 == 0
        assert (abs(num).max() > 1e-3) == ok            # selection rules seen in quadrature
        assert abs(reduced(kc, k, ka) - sgn((tjof(ka)-tjof(kc))//2)*red) < 1e-13
assert err_we < 1e-12 and err_s < 1e-11

# ---- step 3: multipole expansion at a pair of points ----
r1, c1, p1, r2, c2, p2 = 0.5, 0.3, 0.7, 1.5, -0.6, 2.9
vec = lambda r, c, p: r*np.array([sqrt(1-c*c)*np.cos(p), sqrt(1-c*c)*np.sin(p), c])
ser = sum(r1**k/r2**(k+1) * 4*pi/(2*k+1) * sgn(q)*Y(k, q, c1, p1)*Y(k, -q, c2, p2)
          for k in range(31) for q in range(-k, k+1))
err_lap = abs(ser - 1/np.linalg.norm(vec(r1, c1, p1) - vec(r2, c2, p2)))
assert err_lap < 1e-12

# ---- R^k by double quadrature ----
xr, wr = np.polynomial.legendre.leggauss(200)
T = (xr + 1)/2; U = T**3; WU = 1.5 * T**2 * wr
def slater_quad(rho1, rho2, k, rmax):
    r = rmax*U; ru = np.outer(r, U)
    f = rho1(r)[:, None]*rho2(ru) + rho2(r)[:, None]*rho1(ru)
    return rmax * WU @ f @ (WU * U**k)

# ---- full g from Cartesian four-component Gaussians ----
@lru_cache(None)
def solid(l, m):
    """Coefficients of r^l Y_lm in x^i y^j z^k."""
    out = np.zeros((5, 5, 5), complex)
    if abs(m) > l:
        return out
    if m < 0:
        return sgn(m) * solid(l, -m).conj()
    d = np.polynomial.polynomial.polyder(np.polynomial.legendre.leg2poly([0]*l + [1]), m)
    nrm = sgn(m) * sqrt((2*l+1)/(4*pi) * F(l-m)/F(l+m))
    for n in range((l-m) % 2, l-m+1, 2):
        s = (l-m-n)//2
        for a in range(m+1):
            for u in range(s+1):
                for v in range(s-u+1):
                    w = s-u-v
                    out[m-a+2*u, a+2*v, n+2*w] += nrm*d[n]*comb(m, a)*1j**a*F(s)/(F(u)*F(v)*F(w))
    return out
xyz = vec(1.0, c1, p1)
for l in range(5):
    for m in range(-l, l+1):
        val = np.polynomial.polynomial.polyval3d(*xyz, solid(l, m))
        assert abs(val - Y(l, m, c1, p1)) < 1e-13

gx, gw = np.polynomial.legendre.leggauss(14); gx = (gx+1)/2; gw = gw/2
def coulomb_cart(c1_, p, c2_, q):
    """Polynomial-Gaussian repulsion through 1/r = 2/sqrt(pi) int exp(-t^2 r^2) dt."""
    rho = p*q/(p+q); x2 = gx**2
    s11, s22, s12 = (q*(1-x2)+rho*x2)/(2*p*q), (p*(1-x2)+rho*x2)/(2*p*q), rho*x2/(2*p*q)
    M = np.zeros((9, 9, len(gx))); M[0, 0] = 1
    for j in range(1, 8):
        M[0, j+1] = j*s22*M[0, j-1]
    for i in range(8):
        for j in range(9):
            M[i+1, j] = (i*s11*M[i-1, j] if i else 0) + (j*s12*M[i, j-1] if j else 0)
    A = np.einsum('ijk,ilx->ljkx', c1_, M)
    A = np.einsum('ljkx,jmx->lmkx', A, M)
    A = np.einsum('lmkx,knx->lmnx', A, M)
    return 2*pi**2.5/(p*q*sqrt(p+q)) * np.einsum('lmnx,lmn,x->', A, c2_, gw)

EXPO = [(0.6, 0.9), (1.1, 0.7), (0.8, 1.3), (0.5, 1.0)]
WT = [(0.7, 0.3), (0.6, 0.4), (0.8, 0.2), (0.5, 0.5)]      # large and small weights
def gnorm(kap, pos, part):
    l = lof(kap if part == 0 else -kap); e = EXPO[pos][part]
    s = -1 if (part == 1 and pos == 2) else 1
    return s*sqrt(WT[pos][part] * 2*(2*e)**(l+1.5) / gamma(l+1.5)), l, e
def four_spinor(kap, tm, pos):
    out = []
    for part, kk, phase in ((0, kap, 1), (1, -kap, 1j)):
        n, l, e = gnorm(kap, pos, part); u, d = spin_cg(kk, tm)
        out.append(([phase*n*u*solid(l, (tm-1)//2), phase*n*d*solid(l, (tm+1)//2)], e))
    return out
def cart_density(A, B):
    return [(sum(convolve(a.conj(), b, method='direct') for a, b in zip(x[0], y[0])), x[1]+y[1])
            for x, y in zip(A, B)]
def gauss_rho(ka, pa, kc, pc):
    def rho(r):
        tot = 0
        for part in (0, 1):
            na, la, ea = gnorm(ka, pa, part); nc, lc, ec = gnorm(kc, pc, part)
            tot = tot + na*nc*r**(la+lc+2)*np.exp(-(ea+ec)*r*r)
        return tot
    return rho
quartets = [(-1,-1,-1,-1), (-1,-2,-2,-1), (1,-2,2,-3), (3,-4,-4,3), (-3,2,3,-2),
            (1,1,1,1), (-1,-2,-3,1), (-1,-1,1,-1), (-1,-1,-3,-1)]
rng = np.random.default_rng(1)
err_g, n_g = 0.0, 0
for iq, kap in enumerate(quartets):
    ks = [k for k in range(9) if abs(reduced(kap[0], k, kap[2])*reduced(kap[1], k, kap[3])) > 1e-12]
    R = {k: slater_quad(gauss_rho(kap[0], 0, kap[2], 2), gauss_rho(kap[1], 1, kap[3], 3), k, 9.0) for k in ks}
    allm = list(itertools.product(*map(mlist, kap)))
    cons = [t for t in allm if t[0]+t[1] == t[2]+t[3]]
    rest = [t for t in allm if t[0]+t[1] != t[2]+t[3]]
    pick = [cons[i] for i in rng.permutation(len(cons))[:8]] + [rest[i] for i in rng.permutation(len(rest))[:2]]
    big = 0.0
    for tm in pick:
        o = [four_spinor(kap[i], tm[i], i) for i in range(4)]
        direct = sum(coulomb_cart(a, p, b, q) for a, p in cart_density(o[0], o[2])
                     for b, q in cart_density(o[1], o[3]))
        err_g = max(err_g, abs(direct - sum(ang(k, kap, tm)*R[k] for k in ks)))
        big = max(big, abs(direct)); n_g += 1
    assert (big > 1e-4) if iq < 7 else (ks == [] and big < 1e-12)
assert err_g < 1e-10

# ---- step 8: jj coupling, CG sums against 6j ----
def coupled(k, kap, J):
    a, b, c, d = (Rational(tjof(i), 2) for i in kap)
    return sgn((tjof(kap[1])+tjof(kap[2]))//2 + J) * float(wigner_6j(a, b, J, d, c, k)) \
        * reduced(kap[0], k, kap[2]) * reduced(kap[1], k, kap[3])
err_6j = 0.0
for kap in quartets[:7] + [(-2, -2, -2, -2)]:
    a, b, c, d = map(tjof, kap)
    for k in range(8):
        if abs(reduced(kap[0], k, kap[2])*reduced(kap[1], k, kap[3])) < 1e-12:
            continue
        for M in (0, 1):
            A = np.array([[ang(k, kap, (ma, 2*M-ma, mc, 2*M-mc)) for mc in mlist(kap[2])] for ma in mlist(kap[0])])
            Js = list(range(M, 7))
            L = np.array([[cg(a, m, b, 2*M-m, 2*J, 2*M) for m in mlist(kap[0])] for J in Js])
            Rr = np.array([[cg(c, m, d, 2*M-m, 2*J, 2*M) for m in mlist(kap[2])] for J in Js])
            err_6j = max(err_6j, abs(L @ A @ Rr.T - np.diag([coupled(k, kap, J) for J in Js])).max())
assert err_6j < 1e-12

# ---- point-nucleus Dirac orbitals: P,Q = r^gam exp(-lam r) * polynomial ----
def dirac(n, kap, Z, c):
    a = Z/c; g = sqrt(kap*kap - a*a); nr = n - abs(kap); N = sqrt((nr+g)**2 + a*a)
    w, lam, omw = (nr+g)/N, Z/N, a*a/(N*(N+nr+g))
    p, q = [1.0], [((g+kap) if kap > 0 else -a*a/(g-kap))/a]
    for i in range(1, nr+1):
        b1, b2, det = lam*p[-1] + (1+w)*c*q[-1], omw*c*p[-1] + lam*q[-1], i*(2*g+i)
        p.append(((g+i-kap)*b1 + a*b2)/det); q.append(((g+i+kap)*b2 - a*b1)/det)
    p, q = np.array(p), np.array(q)
    integ = lambda v: sum(x*gamma(2*g+i+1)/(2*lam)**(2*g+i+1) for i, x in enumerate(np.convolve(v, v)))
    nrm = integ(p) + integ(q)
    return dict(p=p/sqrt(nrm), q=q/sqrt(nrm), g=g, lam=lam, eps=-omw*c*c, kap=kap, fq=integ(q)/nrm)
rad = lambda o, key, r: r**o['g']*np.exp(-o['lam']*r)*np.polynomial.polynomial.polyval(r, o[key])
def terms(a, c, small=1):
    co = np.convolve(a['p'], c['p']) + small*np.convolve(a['q'], c['q'])
    return [(x, a['g']+c['g']+i, a['lam']+c['lam']) for i, x in enumerate(co)]
def slater_exact(t1, t2, k):
    half = lambda a, b1, b, b2: mp.gamma(a+b+1)/((b+k+1)*(b1+b2)**(a+b+1)) * mp.hyp2f1(1, a+b+1, b+k+2, b2/(b1+b2))
    return float(sum(x*y*(half(a, b1, b, b2) + half(b, b2, a, b1)) for x, a, b1 in t1 for y, b, b2 in t2))
orbs = lambda Z, c: {'1s': dirac(1, -1, Z, c), '2p-': dirac(2, 1, Z, c), '2p+': dirac(2, -2, Z, c)}
Z, c = 60, 1/alpha
O, ONR = orbs(Z, c), orbs(1, 1e4)
h = 1e-6
for o in O.values():                       # radial Dirac equations by finite differences
    r = np.array([0.01, 0.03, 0.08, 0.15]); P, Q = rad(o, 'p', r), rad(o, 'q', r)
    dP = (rad(o, 'p', r+h) - rad(o, 'p', r-h))/(2*h); dQ = (rad(o, 'q', r+h) - rad(o, 'q', r-h))/(2*h)
    scale = Z*(abs(P) + abs(Q))
    assert (abs(dP + o['kap']*P/r - (2*c + (o['eps'] + Z/r)/c)*Q) < 1e-7*scale).all()
    assert (abs(dQ - o['kap']*Q/r + (o['eps'] + Z/r)/c*P) < 1e-7*scale).all()

print("max errors of tests (dimensionless or hartree):")
print(f"  sigma.r {err_sr:.1e}; Wigner-Eckart {err_we:.1e}; scalar S {err_s:.1e}; multipole {err_lap:.1e}")
print(f"  Cartesian g vs formula, {n_g} elements {err_g:.1e}; CG vs 6j {err_6j:.1e}")
print(f"Z = {Z}, c = {c:.6f} au, Z/c = {Z/c:.6f}, 1 hartree = {EV:.6f} eV")
for s, o in O.items():
    print(f"{s}: kappa={o['kap']} gamma={o['g']:.6f} lambda={o['lam']:.6f}/bohr eps={o['eps']:.4f} hartree intQ^2={o['fq']:.6f}")
    print("   P coeffs", np.round(o['p'], 4), " Q coeffs", np.round(o['q'], 4), "(au)")
print("reduced elements (dimensionless):")
for ka, k, kc in [(-1,1,-2), (-2,1,-1), (1,0,1), (1,2,1), (1,2,-2), (-2,2,1), (-2,0,-2), (-2,2,-2)]:
    print(f"  <{ka}||C{k}||{kc}> = {reduced(ka, k, kc):.6f}, 3j(1/2 0 -1/2) = {w3j(tjof(ka), 2*k, tjof(kc), 1, 0, -1):.6f}")
cases = [(('1s','2p+','2p+','1s'), 1, 112/2187), (('2p-','2p+','2p+','2p-'), 2, 45/512),
         (('2p-',)*4, 0, 93/512), (('2p+',)*4, 0, 93/512), (('2p+',)*4, 2, 45/512)]
RK = []
print("Slater integrals (hartree): full, PP only, nonrelativistic, full/nonrel")
for s, k, nr in cases:
    a, b, cc, d = (O[i] for i in s)
    ex = slater_exact(terms(a, cc), terms(b, d), k)
    rho = lambda x, y: (lambda r: rad(x, 'p', r)*rad(y, 'p', r) + rad(x, 'q', r)*rad(y, 'q', r))
    assert abs(slater_quad(rho(a, cc), rho(b, d), k, 1.2) - ex) < 1e-9*abs(ex)
    a1, b1, c1n, d1 = (ONR[i] for i in s)   # relativistic shift is of order (Z/c)^2 = 1e-8
    assert abs(slater_exact(terms(a1, c1n), terms(b1, d1), k) - nr) < 1e-6*nr
    RK.append(ex)
    print(f"  R{k}{' '.join(s)}: {ex:.6f} {slater_exact(terms(a, cc, 0), terms(b, d, 0), k):.6f} {nr*Z:.6f} {ex/(nr*Z):.5f}")
x1 = ang(1, (-1,-2,-2,-1), (1,3,3,1)); assert abs(x1 - 1/3) < 1e-13
print(f"1s(1/2) 2p+(3/2) exchange: q=-1, 3j(ac)={w3j(1,2,3,-1,-2,3):.6f}, 3j(bd)={w3j(3,2,1,-3,2,1):.6f}")
print(f"  coefficient {x1:.6f}, g = {x1*RK[0]:.6f} hartree = {x1*RK[0]*EV:.3f} eV")
x2 = ang(2, (1,-2,-2,1), (1,3,3,1)); assert x2 > 0
print(f"2p-(1/2) 2p+(3/2) exchange: q=-1, 3j(ac)={w3j(1,4,3,-1,-2,3):.6f}, 3j(bd)={w3j(3,4,1,-3,2,1):.6f}")
print(f"  coefficient {x2:.6f}, g = {x2*RK[1]:.6f} hartree = {x2*RK[1]*EV:.3f} eV")
x3 = ang(0, (1,1,1,1), (1,-1,1,-1))
print(f"2p-(1/2) 2p-(-1/2) direct: coefficient {x3:.6f}, g = {x3*RK[2]:.6f} hartree = {x3*RK[2]*EV:.3f} eV")
kp = (-2,)*4; R0, R2 = RK[3], RK[4]
g = lambda tm: ang(0, kp, tm)*R0 + ang(2, kp, tm)*R2
print(f"det |3/2,1/2|: R2 coefficient direct {ang(2,kp,(3,1,3,1)):.6f}, exchange {ang(2,kp,(3,1,1,3)):.6f}")
print(f"  direct g = {g((3,1,3,1)):.6f} hartree, exchange g = {g((3,1,1,3)):.6f} hartree")
dets = list(itertools.combinations(mlist(-2), 2))
ev = np.linalg.eigvalsh([[g(x + y) - g(x + y[::-1]) for y in dets] for x in dets])
E = {J: coupled(0, kp, J)*R0 + coupled(2, kp, J)*R2 for J in (0, 2)}
assert abs(ev[:5] - E[2]).max() < 1e-11 and abs(ev[5] - E[0]) < 1e-11
assert abs(coupled(2, kp, 0) - 1/5) < 1e-13 and abs(coupled(2, kp, 2) + 3/25) < 1e-13
h3 = Rational(3, 2)
for J in (0, 2):
    print(f"(2p+)^2 J={J}: 6j(k=2)={float(wigner_6j(h3,h3,J,h3,h3,2)):.6f}, R2 coeff {coupled(2,kp,J):.6f}, E = {E[J]:.6f} hartree = {E[J]*EV:.3f} eV")
print("determinant eigenvalues (hartree):", np.round(ev, 6))
print(f"E(J=0)-E(J=2) = {E[0]-E[2]:.6f} hartree = {(E[0]-E[2])*EV:.3f} eV")
print(f"  nonrelativistic R2 would give {8/25*45/512*Z:.6f} hartree = {8/25*45/512*Z*EV:.3f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
max errors of tests (dimensionless or hartree):
  sigma.r 3.8e-16; Wigner-Eckart 2.8e-15; scalar S 2.7e-15; multipole 2.9e-15
  Cartesian g vs formula, 84 elements 1.4e-15; CG vs 6j 4.4e-16
Z = 60, c = 137.035999 au, Z/c = 0.437841, 1 hartree = 27.211386 eV
1s: kappa=-1 gamma=0.899052 lambda=60.000000/bohr eps=-1895.6823 hartree intQ^2=0.050474
   P coeffs [610.6355]  Q coeffs [-140.7867] (au)
2p-: kappa=1 gamma=0.899052 lambda=30.787029/bohr eps=-480.0566 hartree intQ^2=0.012782
   P coeffs [  10.8865 4446.0665]  Q coeffs [  47.218  -505.9015] (au)
2p+: kappa=-2 gamma=1.951485 lambda=30.000000/bohr eps=-455.5249 hartree intQ^2=0.012129
   P coeffs [4987.2579]  Q coeffs [-552.6091] (au)
reduced elements (dimensionless):
  <-1||C1||-2> = -1.154701, 3j(1/2 0 -1/2) = 0.408248
  <-2||C1||-1> = 1.154701, 3j(1/2 0 -1/2) = 0.408248
  <1||C0||1> = 1.414214, 3j(1/2 0 -1/2) = -0.707107
  <1||C2||1> = -0.000000, 3j(1/2 0 -1/2) = 0.000000
  <1||C2||-2> = 0.894427, 3j(1/2 0 -1/2) = -0.316228
  <-2||C2||1> = -0.894427, 3j(1/2 0 -1/2) = -0.316228
  <-2||C0||-2> = 2.000000, 3j(1/2 0 -1/2) = 0.500000
  <-2||C2||-2> = -0.894427, 3j(1/2 0 -1/2) = -0.223607
Slater integrals (hartree): full, PP only, nonrelativistic, full/nonrel
  R11s 2p+ 2p+ 1s: 2.936546 2.792067 3.072702 0.95569
  R22p- 2p+ 2p+ 2p-: 5.250468 5.319075 5.273438 0.99564
  R02p- 2p- 2p- 2p-: 11.969427 11.569672 10.898438 1.09827
  R02p+ 2p+ 2p+ 2p+: 11.120726 10.852603 10.898438 1.02040
  R22p+ 2p+ 2p+ 2p+: 5.352371 5.223324 5.273438 1.01497
1s(1/2) 2p+(3/2) exchange: q=-1, 3j(ac)=0.500000, 3j(bd)=0.500000
  coefficient 0.333333, g = 0.978849 hartree = 26.636 eV
2p-(1/2) 2p+(3/2) exchange: q=-1, 3j(ac)=0.223607, 3j(bd)=0.223607
  coefficient 0.040000, g = 0.210019 hartree = 5.715 eV
2p-(1/2) 2p-(-1/2) direct: coefficient 1.000000, g = 11.969427 hartree = 325.705 eV
det |3/2,1/2|: R2 coefficient direct -0.040000, exchange 0.080000
  direct g = 10.906631 hartree, exchange g = 0.428190 hartree
(2p+)^2 J=0: 6j(k=2)=-0.250000, R2 coeff 0.200000, E = 12.191200 hartree = 331.739 eV
(2p+)^2 J=2: 6j(k=2)=0.150000, R2 coeff -0.120000, E = 10.478441 hartree = 285.133 eV
determinant eigenvalues (hartree): [10.478441 10.478441 10.478441 10.478441 10.478441 12.1912  ]
E(J=0)-E(J=2) = 1.712759 hartree = 46.607 eV
  nonrelativistic R2 would give 1.687500 hartree = 45.919 eV
ALL CHECKS PASSED
```
